Shape-Consistent Relativistic Pseudopotentials from Dirac-Fock Spinors

**Definitions and conventions**

Hartree atomic units are used, and energies exclude the electron rest energy. A Dirac spinor in a spherical atom has a large radial component P(r) and a small one Q(r), with ∫₀^∞(P² + Q²)dr = 1. The quantum number κ fixes both l and j: κ = −(l+1) for j = l+½, and κ = l for j = l−½. For an electron outside a closed-shell core, the Dirac-Fock equations are

c(−Q' + κQ/r) + VP − X_P = εP

c(P' + κP/r) + (V − 2c²)Q − X_Q = εQ.

V contains the nuclear attraction and the direct repulsion of the core. The exchange term is

X_P = Σ_b Σ_k (2j_b+1)(j_a k j_b; ½ 0 −½)² Y^k_ba(r) P_b,

Y^k_ba(r) = ∫₀^∞ (r_<^k/r_>^(k+1)) (P_bP_a + Q_bQ_a) dr',

and X_Q has Q_b in place of the final P_b. Here a is the outer electron and b runs over core shells. The bracket is a 3j symbol, and l_a+l_b+k must be even. The core is frozen, so an unoccupied eigenfunction of the core's Fock operator is the spinor of one added electron.

The aim is a one-component equation for the valence electron alone,

−½χ'' + [l(l+1)/(2r²) + U_lj + W]χ = εχ.

U_lj replaces the core, and W is the mean field of any other valence electrons. The pseudo-spinor χ has ∫₀^∞χ²dr = 1. The method of Christiansen, Lee and Pitzer makes χ equal to P beyond a matching radius r_m, replaces P by a smooth nodeless function inside, and reads U_lj off this equation.

**One electron: the 6s spinor of Bi⁴⁺**

The smallest useful case has one valence electron, so W = 0. Bi⁴⁺ has a core of 78 electrons and a valence charge Z_v = 83 − 78 = 5. Its core and valence spinors were computed numerically in a B-spline basis, with the Dirac-Coulomb Hamiltonian and a Gaussian nuclear charge of rms radius 5.531 fm. The Breit interaction, quantum electrodynamics, correlation and core polarization are left out.

The 6s energy is ε = −1.986874 hartree. The last node of P is at 0.991 bohr and its outer maximum at 1.825 bohr.

Inserting P itself in the one-component equation would require P''/P, which diverges at a node unless P'' vanishes there too. The inner part is therefore rebuilt. With r_m = 1.698 bohr, set for r < r_m

χ = r^(l+1) G(u), u = 1 − r²/r_m²,

G = a₀ + a₁u + a₂u² + a₃u³ + t u⁴.

This is a variant of the original polynomial. It also has five coefficients, but the even powers of r keep U finite at the origin.

At r_m, u = 0. The term t u⁴ and its first three derivatives vanish there, so a₀ to a₃ follow from P alone. They are the Taylor coefficients of f = P/r^(l+1) in the variable u. Since du/dr = −2r/r_m², we have d/du = −(r_m²/2r) d/dr. Applying this operator repeatedly and dividing by j! gives, at r = r_m,

a₀ = f

a₁ = −r_m f'/2

a₂ = (r_m² f'' − r_m f')/8

a₃ = −(r_m³ f''' − 3r_m² f'' + 3r_m f')/48.

For the computed 6s spinor these are

a₀ = 0.48918, a₁ = 0.12664, a₂ = −0.34659, a₃ = −0.58670.

These belong to the unrounded radius 1.6976 bohr. The digits are kept for the arithmetic that follows; a finer spline basis moves a₁ to a₃ by up to 0.001 and the coefficient t found below by 0.002.

**The last coefficient from the norm**

The large component alone is not normalized to one, because part of the charge belongs to Q. The inner charge of χ must therefore be

N = 1 − ∫_{r_m}^∞ P²dr = 0.31113.

To integrate χ² inside r_m, put x = r/r_m and define

β_m = ∫₀¹ x^(2l+2)(1−x²)^m dx.

Writing (1−x²)^m = (1−x²)^(m−1) − x²(1−x²)^(m−1), and integrating the second part by parts, gives β_m = β_(m−1) − [(2l+3)/(2m)]β_m, hence

β_m = β_(m−1) · 2m/(2m+2l+3), β₀ = 1/(2l+3).

With A = Σ a_i a_j β_(i+j) and b = Σ a_j β_(4+j), where i and j run from 0 to 3, the norm condition is

β₈t² + 2bt + A − N/r_m^(2l+3) = 0.

For l = 0 the recursion gives β₈ = 0.015765. The sums are A = 0.05639 and b = 0.00281, and N/r_m³ = 0.31113/4.8957 = 0.06355. Thus

0.015765t² + 0.00561t − 0.00716 = 0,

with roots t ≈ 0.52 and t ≈ −0.88. The unrounded calculation gives 0.52120 for the first.

The centre, u = 1, shows which root to take. The first four coefficients add to −0.3175, so

G(1) = −0.3175 + 0.5212 = 0.204 for the larger root,

G(1) = −0.3175 − 0.877 ≈ −1.19 for the smaller root, which is −2b/β₈ − 0.521 = −0.356 − 0.521 = −0.877.

Since G(0) = a₀ is positive, the smaller root gives a node.

This holds generally. If χ is positive inside r_m, its overlap with the positive function r^(l+1)u⁴ is positive. That overlap is proportional to b + β₈t, so t > −b/β₈. The two roots lie symmetrically about −b/β₈, and only the larger can satisfy the inequality. It is necessary for a nodeless χ but not sufficient: G must still be inspected between 0 and r_m.

**Inverting the equation by hand**

Write χ = r^(l+1)g(r), where g(r) = G(u(r)). Two derivatives give

χ'' = l(l+1)r^(l−1)g + 2(l+1)r^l g' + r^(l+1)g''.

After division by 2χ, the first term cancels the centrifugal term, so

U = ε + [g'' + 2(l+1)g'/r]/(2g).

Let G₁ = dG/du and G₂ = d²G/du². The chain rule gives g' = −2rG₁/r_m² and g'' = 4r²G₂/r_m⁴ − 2G₁/r_m². Therefore

U = ε + [4r²G₂/r_m⁴ − (4l+6)G₁/r_m²]/(2G).

At the origin the G₂ term drops out:

U(0) = ε − (2l+3)G₁(1)/[r_m²G(1)].

For 6s, G₁(1) = a₁ + 2a₂ + 3a₃ + 4t = −0.2418, and r_m² = 2.883. Hence

U(0) = −1.987 + 3(0.2418)/(2.883 × 0.2037) = −0.75 hartree.

At r = 1 bohr, u = 0.6532, and the polynomial gives G = 0.3554, G₁ = −0.4961 and G₂ = −0.3242. Then

U(1) = −1.987 + (−0.156 + 1.032)/0.7108 = −0.754 hartree.

A bare charge of 5 would give −5 hartree at this distance. The much shallower U reflects the core structure that has been removed: the all-electron 6s spinor oscillates in a deep potential, while χ has no inner oscillation and needs far less kinetic energy. At 0.5 bohr U is even slightly positive, about 0.1 hartree. Near the centre U is sensitive, because G(1) is a small difference of larger numbers: a finer spline basis moves U(0) from −0.75 to −0.71 hartree and U(0.5) from 0.09 to 0.12, and raising r_m by only 0.0004 bohr moves U(0) by a further 0.04.

Outside r_m the formula uses P directly:

U = ε + P''/(2P) − l(l+1)/(2r²).

Because χ has three continuous derivatives at r_m, both U and U' are continuous there. The fourth derivative of χ may jump, so a numerical basis for the pseudo-equation should permit such a jump.

Outside the core −rU should settle to Z_v = 5. It is 5.04 at 3 bohr. The computed values at 5 and 6 bohr are 5.02 and 5.05, where a finer spline basis gives 5.00 at both. The excess is a numerical error of up to 1%, not an effect of the core: P is already small there, and the quotient P''/P magnifies the error of the spline expansion. Beyond 8.06 bohr, where P has fallen below 3×10⁻⁴ of its maximum, U is set to −5/r.

Since U is regular and χ has no node, the oscillation theorem for radial Schrödinger equations makes χ the lowest s state of this potential. Diagonalizing the one-component Hamiltonian in splines returns −1.986874 hartree, and a function that differs from P outside r_m by at most 3.1×10⁻⁶ atomic units.

**Dependence on j**

The same steps for the two 6p spinors give two different potentials:

6p1/2: ε = −1.600068 hartree, r_m = 1.753 bohr

6p3/2: ε = −1.480407 hartree, r_m = 1.912 bohr.

For 6p1/2 the coefficients are 0.23514, 0.11442, −0.12400, −0.31013 and t = 0.57593. They give G(1) = 0.4914 and G₁(1) = 1.2398. With l = 1 and r_m² = 3.073,

U(0) = −1.600 − 5(1.2398)/(3.073 × 0.4914) ≈ −5.7 hartree, in line with the computed −5.704 at 0.01 bohr.

A finer spline basis moves that value by 0.01 hartree. The 6p3/2 potential is −4.97 hartree at 0.01 bohr, and at 1 bohr the two values are −1.70 and −1.90 hartree. Inside r_m the shape depends on the matching radius as well as on j: with r_m = 1.91 bohr for both spinors, which also meets the acceptance rules, the values at 0.01 bohr are −0.3 hartree for j = ½ and −5.0 for j = 3/2, the opposite order. Only outside r_m is the difference fixed by the all-electron spinors. By 3 bohr they are −1.676 and −1.675 hartree, so the j dependence is concentrated in the core region.

The 6p splitting, −1.480407 + 1.600068 = 0.119661 hartree or 3.256 eV, is reproduced because both levels are reference energies. The 7p splitting is a prediction. It is 0.0427 hartree in the all-electron calculation and 0.0440 hartree with the pseudopotentials, an error of 3% of the splitting.

**Why the inner charge matters**

Suppose a weak extra potential v acts only outside r_m. To first order it shifts the level by ∫vχ²dr. For the shift to be right for every such v, the normalized χ must have the right outer density, and therefore the right inner charge.

The inner charge also controls how the spinor responds to a change of energy. For this derivation take a local potential V, and let a dot denote d/dε at fixed r. Multiply the differentiated first Dirac equation by P and subtract Ṗ times the original. Do the same for the second equation with Q and Q̇:

−c(PQ̇' − ṖQ') + (cκ/r)(PQ̇ − ṖQ) = P²

c(QṖ' − Q̇P') + (cκ/r)(QṖ − Q̇P) = Q².

On addition the κ terms cancel, leaving −c d(PQ̇ − QṖ)/dr = P² + Q². Integration from 0 to R gives

c d(Q/P)/dε at R = −(1/P(R)²) ∫₀^R (P² + Q²)dr.

Where |ε − V| is much smaller than 2c², the second Dirac equation gives cQ ≈ ½(P' + κP/r). The left side is then approximately ½ d(P'/P)/dε. The same manipulation of the one-component equation gives

½ d(χ'/χ)/dε at R = −(1/χ(R)²) ∫₀^R χ²dr.

Matching the total inner charge, small component included, thus matches the first energy derivative of the logarithmic derivative. The N used above exceeds the Dirac inner charge by ∫_{r_m}^∞Q²dr, which cannot exceed the whole small-component charge, 0.00014 for 6s. Higher energy derivatives are not matched, and the Dirac-Fock exchange, unlike the V of this derivation, is not local, so nothing here fixes the distant levels.

A numerical comparison shows the size of the effect. Take v = 0.2[1 − exp(−(r−r_m)²)] hartree for r > r_m, with r in bohr, and zero inside. The 6s level rises by 42.37 millihartree in the all-electron calculation and by 42.30 with the pseudopotential.

If t is instead chosen to make the inner charge 30% too large, ε is unchanged, but the shift is 38.33 millihartree. The total norm before rescaling is then 1 + 0.3 × 0.3111 = 1.093, which dilutes the outer density. Dividing the all-electron shift by this norm gives 42.4/1.093 = 38.8 millihartree, close to the computed value. This is only an estimate, because the full shift also contains a negative second-order part, which does not scale in the same way.

**The general procedure**

1. Solve the Dirac-Fock equations for a reference state and choose the core.
2. For each valence l and j, choose r_m outside the last node of P.
3. Compute a₀ to a₃ from P and its first three derivatives, and t from the larger root of the norm equation.
4. Reject the radius if the norm equation has no real root, if G vanishes or nearly vanishes inside r_m, or if χ has needless inflections.
5. Invert the one-component equation and subtract the valence mean field:

U_lj = ε + χ''/(2χ) − l(l+1)/(2r²) − (Wχ)/χ.

6. Assemble the operator Σ_lj U_lj(r) Σ_m |ljm⟩⟨ljm|, which applies to each angular channel its own potential.

For the radii above, r_m was scanned from 0.75 to 1.3 times the radius of the outer maximum. The smallest value was taken that gave one inflection at most and kept G above one tenth of its value at r_m.

**Two valence electrons**

For a 6s² pair in Bi³⁺ each electron feels the Coulomb potential of the other, so

W(r) = ∫₀^∞ χ(r')²/r_> dr'.

The all-electron pair, with the core still frozen, has orbital energy −1.550488 hartree. Inverting its spinor and subtracting W gives a second s potential. Used for a single electron, it yields −1.984464 hartree, against −1.986874 from the all-electron calculation. The error of 2.4 millihartree is 0.6% of the change in orbital energy between the two ions. The subtraction has removed the second electron, but the potential retains a slight memory of its reference state.

With several different valence shells, Wχ also contains exchange, and the tail needs care. At large r, beyond the region where χ_aχ_b is appreciable, the exchange of orbital a with orbital b contributes terms proportional to M_k χ_b/r^(k+1), where M_k = ∫χ_aχ_b r^k dr. The pseudo-spinors need not reproduce the all-electron M_k. After division by χ_a, the mismatch varies as χ_b/(r^(k+1)χ_a). If b decays more slowly than a, this quotient can grow with r over an intermediate range. It levels off where χ_a is dominated by its own exchange tail, which has the same form χ_b/r^(k+1), so the mismatch need not vanish at large r. A one-electron reference ion avoids this difficulty.

**How far the potentials carry over**

With the potentials made from Bi⁴⁺, the next levels are, in hartree:

7s: all-electron −0.9759, pseudo −0.9895

7p1/2: all-electron −0.8388, pseudo −0.8469

7p3/2: all-electron −0.7961, pseudo −0.8029.

All three are too deep, by 13.5, 8.1 and 6.8 millihartree. These errors are 1.0 to 1.3% of the distance from the respective reference level. With the inner charge 30% too large, the 7s error grows to 87 millihartree.

The ionization energy of Bi³⁺ in the frozen-core mean field is 1.546 hartree (42.08 eV). The pseudopotential gives 1.549 hartree (42.15 eV). The difference measures the replacement of the core, not the accuracy against experiment, since both calculations omit the same effects.

The 7s error depends strongly on r_m. It is about −105 millihartree at 1.460 bohr, −13.5 at 1.698 and −34 at 2.556, the last radius lying outside the scanned range. At 1.825 and 2.19 bohr, also tried, the construction gave no acceptable function: the norm equation has real roots, but G changes sign inside r_m even for the larger one. Thus a smaller matching radius is not automatically better. The function at 1.460 bohr is nodeless and has the right norm, but it was rejected for having more than one inflection. These three radii do not establish that the extra inflections cause the larger error. They do show that matching the energy, outer shape and norm leaves real freedom in the potential, and that states other than the reference must be examined before it is used.
